# Linear cooling of hot electrons in the two-temperature model

A simulation of a metal film heated by a femtosecond pulse, whether for ablation or for gentler laser processing, needs the electron temperature during the first picoseconds. One must decide whether to insert a straight ramp of known slope, an exponential with a fixed time constant, or a full integration of coupled equations with diffusion. The ramp is the cheapest, and its slope depends on two material parameters only. This section derives it, finds its error, and shows when it must be given up.

## The model and the cancellation

Let $T_e$ and $T_l$ be the electron and lattice temperatures, both uniform in space. The electronic heat capacity per volume is $\gamma T_e$, the form for a degenerate electron gas well below its Fermi temperature. The lattice heat capacity $C_l$ and the coupling $G$ are constants. The pulse has ended at $t=0$, the electrons have a temperature by then, and no energy leaves the metal. The energy balances are

$$\gamma T_e\frac{dT_e}{dt}=-G(T_e-T_l),\tag{1}$$
$$C_l\frac{dT_l}{dt}=+G(T_e-T_l).\tag{2}$$

The initial values are $T_e=T_0$ and $T_l=T_{l0}<T_0$. Dividing (1) by $\gamma T_e$ gives, without approximation,

$$\frac{dT_e}{dt}=-R\left(1-\varepsilon\right),\qquad R=\frac{G}{\gamma},\qquad \varepsilon=\frac{T_l}{T_e}.\tag{3}$$

For $\varepsilon\ll1$ the rate is constant, and

$$T_e\simeq T_0-\frac{G}{\gamma}\,t.\tag{4}$$

Hotter electrons lose energy faster, in proportion to $T_e$ when the lattice is cold. They also need to lose more energy per kelvin, again in proportion to $T_e$. The two factors cancel. The energy density $\gamma T_e^2/2$ does not fall linearly; only the temperature does.

The role of the heat capacity shows if $\gamma T_e$ is replaced by a constant $C_0$. With a cold lattice, $C_0\,dT_e/dt=-GT_e$, an exponential. The time from $0.75\,T_0$ to $0.5\,T_0$ is then $\ln(3/2)/\ln(4/3)=1.41$ times the time from $T_0$ to $0.75\,T_0$. Under (4) the ratio is 1. Numerical integration from $10^4$ K, with the lattice starting at 1 K and $C_l/\gamma=10^9$ K so that it stays cold, gives 1.4095 for constant capacity and 1.0001 for capacity proportional to $T_e$.

## How far the straight line holds

The quantity to control is $\varepsilon$, the shortfall of the cooling rate relative to $R$. Adding (1) and (2) removes the coupling:

$$\frac{d}{dt}\left(\frac{\gamma T_e^2}{2}+C_lT_l\right)=0.$$

With $\Theta=C_l/\gamma$, which has the dimension of temperature, this integrates to

$$T_l=T_{l0}+\frac{T_0^2-T_e^2}{2\Theta}.\tag{5}$$

Writing $T_e=xT_0$ and dividing (5) by $xT_0$,

$$\varepsilon(x)=\frac{T_{l0}}{xT_0}+\frac{T_0(1-x^2)}{2\Theta x}.\tag{6}$$

The first term is the initial lattice temperature; the second is the heat the electrons have themselves delivered.

The temperatures cannot cross, because $T_e=T_l$ is a stationary state of (1) and (2), which a solution starting elsewhere does not reach in finite time. Hence $T_e$ falls, $T_l$ rises, and $\varepsilon$ grows steadily. Integrating (3) from 0 to $t$,

$$T_e(t)=T_0-Rt+R\int_0^t\varepsilon\,dt'.$$

The integrand lies between $0$ and its final value $\varepsilon(t)$, so

$$T_0-Rt\;\le\;T_e(t)\;\le\;T_0-[1-\varepsilon(t)]Rt.\tag{7}$$

The ramp therefore never lies above the model's temperature, and it overstates the drop by at most the fraction $\varepsilon(t)$ of $Rt$.

## The cooling time

Equation (3) can be solved for the time at which a given temperature is reached. Separating variables,

$$Rt=\int_{T_e}^{T_0}\frac{dT'}{1-\varepsilon}
=\int_{T_e}^{T_0}\left(1+\varepsilon+\frac{\varepsilon^2}{1-\varepsilon}\right)dT'.\tag{8}$$

The second form is an identity, since $(1+\varepsilon)(1-\varepsilon)+\varepsilon^2=1$. To first order we drop the last term. With $T'=yT_0$ and (6), the integral of $\varepsilon$ is

$$T_0\int_x^1\left[\frac{T_{l0}}{T_0y}+\frac{T_0}{2\Theta}\left(\frac1y-y\right)\right]dy
=T_{l0}\ln\frac1x+\frac{T_0^2}{2\Theta}\left[\ln\frac1x-\frac{1-x^2}{2}\right].$$

Therefore

$$Rt\simeq T_0(1-x)+T_{l0}\ln\frac1x+\frac{T_0^2}{2\Theta}\left[\ln\frac1x-\frac{1-x^2}{2}\right].\tag{9}$$

The omitted term in (8) is positive, so (9) is slightly too short, by an amount of second order in $\varepsilon$. As a test of that order, $T_{l0}$ and $1/\Theta$ were both multiplied by 0.1 and then by 0.05 in the example below, at $x=0.8$. The remainder fell by a factor of 4.02, where a second-order term should give about 4.

The integral can also be done in closed form. Inserting (5) in $1-T_l/T_e$ and using the common denominator $2\Theta T_e$,

$$1-\varepsilon=\frac{T_e^2+2\Theta T_e-(T_0^2+2\Theta T_{l0})}{2\Theta T_e}.\tag{10}$$

The numerator has one positive root,

$$T_f=-\Theta+\sqrt{\Theta^2+T_0^2+2\Theta T_{l0}},\tag{11}$$

and, since the roots sum to $-2\Theta$, a negative root $-b$ with $b=T_f+2\Theta$. At $T_e=T_f$ the rate vanishes, so $T_f$ is the final common temperature. Equation (8) becomes

$$Rt=2\Theta\int_{T_e}^{T_0}\frac{T'\,dT'}{(T'-T_f)(T'+b)}.$$

The fraction splits as

$$\frac{T'}{(T'-T_f)(T'+b)}=\frac{1}{T_f+b}\left[\frac{T_f}{T'-T_f}+\frac{b}{T'+b}\right],$$

because $T_f(T'+b)+b(T'-T_f)=(T_f+b)T'$. With $T_f+b=2(T_f+\Theta)$,

$$Rt=\frac{\Theta}{T_f+\Theta}\left[T_f\ln\frac{T_0-T_f}{T_e-T_f}+b\ln\frac{T_0+b}{T_e+b}\right].\tag{12}$$

## Two limits

**A lattice of very large heat capacity.** As $\Theta\to\infty$ at fixed temperatures, (11) gives $T_f\to T_{l0}$ and the prefactor in (12) tends to 1. In the second logarithm, $(T_0+b)/(T_e+b)=1+(T_0-T_e)/(T_e+b)$ with $b\to\infty$, so that term tends to $T_0-T_e$. Thus

$$Rt=T_0-T_e+T_{l0}\ln\frac{T_0-T_{l0}}{T_e-T_{l0}}.\tag{13}$$

The linear part dominates while $T_e\gg T_{l0}$. Below $T_e=2T_{l0}$ the logarithm changes faster than the linear part, and it governs the final approach to equilibrium.

**Late times.** For general $\Theta$, as $T_e\to T_f$ the first logarithm in (12) diverges and everything else tends to a constant. Solving for $T_e-T_f$ gives

$$T_e-T_f\propto e^{-t/\tau},\qquad \tau=\frac{\Theta T_f}{R(T_f+\Theta)}.\tag{14}$$

Linearizing (5) about $T_f$ gives $T_l-T_f\simeq-(T_f/\Theta)(T_e-T_f)$, so the difference $T_e-T_l$ decays with the same $\tau$. The ramp and the exponential are thus the early and late stages of one solution. An exponential fitted to the tail has no claim on the initial slope.

## Why "very hot" is not sufficient

Consider cooling to a fixed fraction $x<1$ of the starting temperature. In (6), raising $T_0$ reduces the first term but increases the second. Setting the derivative to zero,

$$\frac{\partial\varepsilon}{\partial T_0}=-\frac{T_{l0}}{xT_0^2}+\frac{1-x^2}{2\Theta x}=0,$$

gives

$$T_0^{\rm best}=\sqrt{\frac{2\Theta T_{l0}}{1-x^2}},\qquad
\varepsilon_{\min}=\frac{2T_{l0}}{xT_0^{\rm best}}.\tag{15}$$

This is a minimum because the second derivative, $2T_{l0}/(xT_0^3)$, is positive. The two terms of (6) are equal there, which gives the factor 2. Above $T_0^{\rm best}$, a hotter start leaves the slope at the end of the same fractional drop further below $R$. The error of the total cooling time, which averages over the drop, has its minimum at a different starting temperature.

At fixed elapsed time the limit looks different. While $T_l\ll T_e$ and $T_e$ is still close to $T_0$, (2) gives $T_l\simeq T_{l0}+GT_0t/C_l$, and hence

$$\varepsilon\simeq\frac{T_{l0}}{T_0}+\frac{G}{C_l}t.\tag{16}$$

Heating the electrons further removes the first term but not the second. The straight stage lasts a small fraction of $C_l/G=\Theta/R$, however hot the start.

## Diffusion: a film and a thick target

Let depth be $z$ and write the electronic conductivity as $\kappa=D\gamma T_e$, with diffusivity $D$. The heat flux is then $-D\gamma T_e\,\partial T_e/\partial z=-D\,\partial u/\partial z$, where $u=\gamma T_e^2/2$. For constant $D$, (1) is replaced by

$$\frac{\partial u}{\partial t}=D\frac{\partial^2u}{\partial z^2}-G(T_e-T_l).\tag{17}$$

In a film of thickness $d$ with insulated faces, diffusion moves energy but removes none. Without the coupling, the slowest non-uniform mode, $\cos(\pi z/d)$, decays in a time $d^2/(\pi^2D)$. If this is much shorter than the cooling time, the film becomes uniform and then obeys (3).

A thick target heated over a depth $L$ is different, because cold metal lies behind the hot layer. For a smooth profile with zero slope at the surface, the diffusion term there is of order $Du/L^2$. Requiring it to be small against $GT_0$, with $u=\gamma T_0^2/2$, gives

$$L\gg\sqrt{\frac{DT_0}{2R}}.\tag{18}$$

An energy profile $u\propto e^{-z/L}$ is more demanding, because its slope at the insulated surface is not zero. Diffusion alone then lowers the surface temperature at first by about $T_0\sqrt{Dt/\pi}/L$, or twice this if it is the temperature that decays as $e^{-z/L}$. This drop exceeds $Rt$ at early enough times for any $L$, so it must be compared with $Rt$ at the time of interest. The error then falls only as $1/L$, not as $1/L^2$, and for such a profile (18) is not sufficient.

"Negligible diffusion" is therefore a condition on geometry as well as on the metal. The margin needed in (18) is wide. With the aluminium values below, a Gaussian energy profile three times the right side of (18) shortens the time for the surface to reach $0.8\,T_0$ by 18%, and one ten times as wide by 2%; an exponential profile ten times as wide still shortens it by roughly 15%.

## An aluminium film

Take a 20 nm aluminium film with rough typical values $\gamma=90$ J/(m³ K²), $G=2.5\times10^{17}$ W/(m³ K) and $C_l=2.4\times10^6$ J/(m³ K). The start is $T_0=10\,000$ K and $T_{l0}=300$ K, which requires an absorbed 9.0 mJ/cm². That is 0.47 eV per atom, well below the cohesive energy of roughly 3.4 eV. The slope is

$$R=\frac{2.5\times10^{17}}{90}\ \mathrm{K/s}=2778\ \mathrm{K/ps}=2.78\ \mathrm{K/fs},$$

and $\Theta=2.4\times10^6/90=26\,667$ K.

For cooling to 8000 K, $x=0.8$, the ramp takes $2000/2778=0.720$ ps. In (9), the initial lattice temperature adds $300\ln1.25=67$ K to $Rt$. Lattice heating adds $1875\,(0.2231-0.1800)=81$ K. The first-order time is thus $2148/2778=0.773$ ps. Equation (12), with $T_f=2093$ K, gives 0.778 ps, and so does direct integration of (1) and (2). The ramp's time must be lengthened by 8%. The lattice has reached 975 K and the local slope is 12% below $R$; the time error is smaller because the deficit began at 3%.

For cooling to 5000 K the ramp gives 1.80 ps and the full solution 2.17 ps, longer by 21%. First order gives 2.09 ps. The deficit is now 34%, so the coupled equations, or (12), are the better choice. The late time constant from (14) is 0.699 ps, in agreement with the decay of $T_e-T_l$ integrated between 9 and 10 ps.

A start at 25 000 K comes near the cohesive energy, which in this model is held by electrons at about 27 000 K. Ablation can begin well below that energy. Cooling by the same fraction, to 20 000 K, takes 2.04 ps instead of the ramp's 1.80 ps. The deficit is 23%, against 12% for the 10 000 K start. Equation (15) puts the best start for $x=0.8$ at 6667 K, and a numerical search over $T_0$ finds the same value. Even there the deficit is 11%, so with these parameters no starting temperature keeps the slope within 10% of $R$ over a one-fifth drop.

For the diffusion estimate, the phonon scattering rate is inferred from a conductivity of about 240 W/(m K) at 300 K and scaled in proportion to $T_l$ up to 975 K. An electron–electron rate $(k_BT_0)^2/(\hbar E_F)$ is added, $E_F$ being the Fermi energy. The diffusivity is $v_F^2/3$ divided by the sum of the two rates, with $v_F$ the free-electron Fermi velocity. This gives $D$ of about 2300 nm²/ps. The film levels in $400/(\pi^2\times2300)$ ps, or 18 fs. Integrating (17) with (2), for energy initially deposited as $e^{-z/\delta}$ with $\delta=8$ nm, gives 0.779 ps for the temperature defined by the mean electron energy to reach 8000 K. The uniform film took 0.778 ps.

For a thick target, the right side of (18) is $\sqrt{2300\times10^4/5556}=64$ nm, far above the 8 nm skin depth. The same equations, with the surface starting at 10 000 K, bring it to 8000 K in 5.7 fs; halving the mesh spacing from 0.5 to 0.25 nm moves this by 0.02 fs. With diffusion switched off, each depth cools on its own, and the time for the surface returns to 0.778 ps. The value of 5.7 fs should not be read as a prediction. It is shorter than the estimated electron thermalisation time of 10 fs, and it uses the diffusivity for a lattice at 975 K. The lattice is still near 300 K at that moment, where the same estimate gives a diffusivity more than twice as large. The corresponding mean free path, $3D/v_F$, is about 8 nm, as long as the skin depth, so the diffusion law itself is unreliable there. The result is nevertheless more than a hundred times shorter than 0.778 ps, a gap wide enough to show that (4) cannot describe this surface.

## The model beside a real film

Aluminium suits the assumption $C_e=\gamma T_e$ because its conduction electrons are nearly free. For a free-electron gas with three electrons per atom, the heat capacity at 10 000 K is 1.7% below the linear law. If the coupling matrix element is also taken as constant, $G$ is 0.5% below its cold value. Together these raise $R$ by about 1.3%. So small a shift is a property of the free gas: the zone-boundary structure in the density of states of real aluminium changes $C_e/T_e$ and $G$ by a few percent, enough to reverse its sign, and the constancy of the matrix element is assumed, not shown. The leading heat-capacity correction grows as $T_e^2$, so it is about 10%, and the full free-gas shortfall about 13%, at 25 000 K. In copper or gold, thermal excitation of d electrons breaks the linear law at lower temperatures. If the true heat capacity is $f$ times $\gamma T_e$, the slope at unchanged $G$ is divided by $f$; in these metals, however, $G$ also changes with $T_e$.

The largest uncertainty is in the parameters themselves. At fixed $\gamma$, $C_l$ and starting temperatures, every time in (12) scales as $1/G$, so a factor of two in $G$ is a factor of two in the cooling time. This outweighs the 8% correction to the ramp.

The other omissions can be sized for the 10 000 K film:

- **Melting.** Equilibrium melting near 930 K, with a latent heat of roughly $10^9$ J/m³, would hold the lattice cooler at a given $T_e$. The slope would rise by less than 1% of $R$ at 8000 K and by 8% at 5000 K.
- **Thermionic emission.** With a work function of 4.2 eV and no space charge, emission from one face would carry 11% of the initial coupling loss. The emitted charge, however, builds a field that turns electrons back after an estimated 5.5 fs, so the loss over 0.78 ps should be far smaller.
- **Substrate.** A conductance of $10^8$ W/(m² K), driven by the full 10 000 K, would add a loss of 2% of the coupling term.
- **Expansion.** Sound crosses the film in about 3 ps. An expansion wave from one free face has therefore covered a quarter of the film after 0.78 ps and nearly two thirds after 2 ps. The resulting change of density is not included.
- **Phonon non-equilibrium.** A single $T_l$ assumes that all phonon branches share the energy at once. If the branches that couple most strongly heat first, the effective $C_l$ is smaller and $\varepsilon$ larger. In the extreme case of one branch with $C_l/3$ taking all the coupling, (6) and (12) with $\Theta/3$ give a deficit of 29% at 8000 K and a time of 0.86 ps.

For the 25 000 K start the model's lattice reaches about 4500 K while the electrons cool to 20 000 K. A solid film with constant $C_l$ is no longer a sound description there, so that case measures how the linear law degrades within the model and does not predict an ablating film.

For a film thin enough to level quickly, heated by a pulse much shorter than the cooling time, the choice can be made from (6) before any integration. One evaluates $\varepsilon$ at the lowest electron temperature needed. If it is below the tolerated error in the drop, taken as a fraction of the ramp's own drop $Rt$, (7) justifies the ramp within the model. Otherwise (11) and (12) give the time for the cost of a square root and two logarithms. The numerical output below lists most of the values used here.

## Computed values

```
gamma = 90 J/(m3 K2), free-electron value 90.9
G = 2.50e+17 W/(m3 K)
Cl = 2.40e+06 J/(m3 K)
T0 = 10000 K, Tl0 = 300 K
film thickness = 20 nm, skin depth = 8 nm
R = G/gamma = 2777.8 K/ps = 2.778 K/fs
theta = Cl/gamma = 26667 K
absorbed energy = 8.99 mJ/cm2
absorbed energy per atom = 0.468 eV
rough cohesive energy per atom = 3.4 eV
Te holding the cohesive energy = 26950 K
-- from 10000 K to 8000 K
linear time = 0.7200 ps
first-order time = 0.7732 ps
exact time = 0.7781 ps, integrated 0.7781 ps
lattice at end = 975 K, rate deficit = 0.1219
-- from 10000 K to 5000 K
linear time = 1.8000 ps
first-order time = 2.0896 ps
exact time = 2.1699 ps, integrated 2.1699 ps
lattice at end = 1706 K, rate deficit = 0.3413
-- from 25000 K to 20000 K
linear time = 1.8000 ps
first-order time = 2.0061 ps
exact time = 2.0428 ps, integrated 2.0428 ps
lattice at end = 4519 K, rate deficit = 0.2259
-- general checks
initial rate deficit = 0.0300
remainder ratio on halving Tl/Te = 4.018
second/first quarter time, C ~ Te: 1.0001
second/first quarter time, C const: 1.4095
final common temperature = 2093 K
late time constant = 0.6986 ps, integrated 0.6987 ps
best T0 for x=0.8: 6667 K, searched 6667 K
smallest deficit at x=0.8: 0.1125
-- diffusion, time to 8000 K
diffusivity used = 2265 nm2/ps
film levelling time = 17.9 fs
film, mean-energy temperature: 0.7786 ps
film front/back Te difference at 0.2 ps = 0.0023 %
thick target surface: 5.73 fs
mesh shift, 0.5 to 0.25 nm: -0.019 fs
thick target, diffusion off: 0.7781 ps
-- neglected effects at T0 unless stated
Fermi energy = 11.62 eV, T0/T_F = 0.0741
heat capacity / (gamma Te) = 0.9829
G(T0)/G(0), free electrons = 0.9954
melting, rate change: 0.53 % at 8000 K, 8.33 % at 5000 K
unscreened emission / coupling loss = 11.2 %
space charge stops emission in about 5.5 fs
substrate / coupling loss = 2.1 %
film expansion time = 3.12 ps
electron thermalisation time = 10.3 fs
```
